# Resistance of a conical via between spherical equipotential caps

## Problem

A via with sloped walls is filled with a uniform metal of resistivity $\rho$ that obeys Ohm's law locally. The metal occupies part of a circular cone of half-angle $\theta$, measured from the axis to the wall, with $0<\theta<90^\circ$. The side wall is insulating. The ends are spherical caps centred on the apex of the cone, at distances $s_1<s_2$ from it, and each cap is an equipotential.

The circle where a cap meets the wall is called its rim. The rims have radii $a_1$ and $a_2$, and $L$ is the distance along the axis between the two rim planes. The slow-taper estimate cuts the via into thin flat discs between these planes and adds their resistances as if each disc carried uniform axial current.

(a) Find the exact resistance $R$ between the caps.

(b) Find the slow-taper resistance $R_{\rm slow}$ in terms of $a_1$, $a_2$ and $L$, and show that

$$\frac{R}{R_{\rm slow}}=\frac{1+\cos\theta}{2\cos\theta}.$$

(c) Explain the factor in terms of current path and area. What happens if $L$ is mistaken for the distance $s_2-s_1$ between the caps?

(d) Examine small $\theta$, and $\theta\to90^\circ$ with $a_1$ and $L$ held fixed.

(e) Replace the caps by flat equipotential discs through the same rims. Find a lower and an upper bound on the new resistance.

(f) Evaluate the results for a nickel-filled via with $a_1=200$ nm, $L=400$ nm, $\theta=30^\circ$ and $\rho=70\ \Omega\,$nm (7 µΩ cm). Compare the geometric correction with effects that the model omits.

## Solution

### (a) The exact resistance

Let $s$ be the distance from the apex and $V$ the potential. Ohm's law is $\mathbf J=-\nabla V/\rho$. In a steady state $\nabla\cdot\mathbf J=0$, and since $\rho$ is uniform, $\nabla^2V=0$. The potential is constant on each cap, and its normal derivative vanishes on the insulating wall.

Try a potential that depends on $s$ alone. Laplace's equation becomes

$$\frac{1}{s^2}\frac{d}{ds}\left(s^2\frac{dV}{ds}\right)=0
\quad\Rightarrow\quad V=A+\frac{B}{s}.$$

The constants $A$ and $B$ can be chosen to match the two cap potentials. The gradient is radial. The wall consists of straight lines through the apex, so a radial gradient lies along the wall and has no normal component there. All conditions are met.

No other solution exists. Let $W$ be the difference of two solutions. It vanishes on the caps, its normal derivative vanishes on the wall, and $\nabla^2W=0$. Hence

$$\int|\nabla W|^2\,d^3r=\oint W\,\frac{\partial W}{\partial n}\,dS-\int W\,\nabla^2W\,d^3r=0,$$

so $W$ is constant, and it is zero because it is zero on the caps.

The current therefore crosses every concentric cap at right angles and with uniform density. With $\alpha$ the angle from the axis, the cap at distance $s$ has area

$$S(s)=\int_0^\theta 2\pi s^2\sin\alpha\,d\alpha=2\pi s^2(1-\cos\theta).$$

A shell of thickness $ds$ has resistance $\rho\,ds/S(s)$. The shells are in series, because their faces are equipotentials and the same current crosses each of them:

$$R=\int_{s_1}^{s_2}\frac{\rho\,ds}{2\pi s^2(1-\cos\theta)}
=\frac{\rho}{2\pi(1-\cos\theta)}\left(\frac1{s_1}-\frac1{s_2}\right).$$

### (b) The slow-taper formula and the ratio

Let $z$ be the distance from the apex along the axis. The wall has radius $a(z)=z\tan\theta$, so $dz=da/\tan\theta$. Adding the flat discs gives

$$R_{\rm slow}=\int\frac{\rho\,dz}{\pi a^2}
=\frac{\rho}{\pi\tan\theta}\int_{a_1}^{a_2}\frac{da}{a^2}
=\frac{\rho}{\pi\tan\theta}\,\frac{a_2-a_1}{a_1a_2}.$$

Since $a_2-a_1=L\tan\theta$, this is

$$R_{\rm slow}=\frac{\rho L}{\pi a_1a_2}.$$

A rim point lies at distance $s_i$ from the apex and at angle $\theta$ from the axis. Therefore $a_i=s_i\sin\theta$ and $L=(s_2-s_1)\cos\theta$, and

$$R_{\rm slow}=\frac{\rho\,(s_2-s_1)\cos\theta}{\pi s_1s_2\sin^2\theta}.$$

In the exact result, $1/s_1-1/s_2=(s_2-s_1)/(s_1s_2)$. On division, $\rho$, $\pi$ and all lengths cancel:

$$\frac{R}{R_{\rm slow}}=\frac{\sin^2\theta}{2(1-\cos\theta)\cos\theta}.$$

With $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)$, the factor $1-\cos\theta$ cancels too:

$$\frac{R}{R_{\rm slow}}=\frac{1+\cos\theta}{2\cos\theta}=\frac{1+\sec\theta}{2}.$$

This exceeds one because $\sec\theta>1$. The ratio depends on the angle and not on $a_2/a_1$ or $L$. Lengthening the via at fixed $\theta$ does not improve the relative accuracy of the slow-taper formula.

### (c) Path, area and the meaning of $L$

Compare a shell between $s$ and $s+ds$ with the flat disc between the planes through its two rims. The disc has thickness $\cos\theta\,ds$ and area $\pi s^2\sin^2\theta$. Two ratios follow:

$$\frac{\text{shell thickness}}{\text{disc thickness}}=\frac1{\cos\theta},
\qquad
\frac{\text{cap area}}{\text{disc area}}=\frac{2(1-\cos\theta)}{\sin^2\theta}=\frac{2}{1+\cos\theta}.$$

The longer path raises the resistance and the larger area lowers it. Resistance is proportional to path over area, so the net factor is the first ratio divided by the second, which is the result of part (b). The path effect is the stronger one.

If $s_2-s_1$ is inserted for $L$, the slow-taper value grows by $1/\cos\theta$. The exact resistance divided by this altered value is

$$\frac{1+\cos\theta}{2\cos\theta}\,\cos\theta=\frac{1+\cos\theta}{2}<1.$$

The altered formula overestimates the resistance. The sign of the error thus depends on which length is called the height of the via.

### (d) Two limits

For small $\theta$ in radians, write $\cos\theta=1-x$ with $x=\theta^2/2-\theta^4/24+\dots$ Then $\sec\theta=1+x+x^2+\dots$, and to fourth order

$$\sec\theta=1+\frac{\theta^2}{2}+\left(-\frac1{24}+\frac14\right)\theta^4
=1+\frac{\theta^2}{2}+\frac{5\theta^4}{24}.$$

Hence

$$\frac{R}{R_{\rm slow}}=1+\frac{\theta^2}{4}+\frac{5\theta^4}{48}+\dots$$

The correction is of second order in the wall slope. The factor is 1.0007 at $3^\circ$, 1.0077 at $10^\circ$, 1.207 at $45^\circ$ and 1.5 at $60^\circ$.

Now let $\theta\to90^\circ$ with $a_1$ and $L$ fixed. The wide rim $a_2=a_1+L\tan\theta$ recedes to infinity, so $R_{\rm slow}=\rho L/(\pi a_1a_2)$ tends to zero. In the exact result $s_1=a_1/\sin\theta\to a_1$, $s_2\to\infty$ and $\cos\theta\to0$, so

$$R\to\frac{\rho}{2\pi a_1}.$$

This is the resistance from a hemisphere of radius $a_1$ into a half-space. It does not fall to zero, because current must still spread out from the small electrode. The flat discs miss this, since they assume that current fills each new cross-section at no cost.

### (e) Flat end faces

With flat equipotential ends the flow is no longer radial, and the factor of part (b) does not apply. Two minimum principles bound the resistance $R_{\rm flat}$.

**Lower bound.** Let $V$ be the true potential for an applied voltage $U$, and let $V+w$ be a trial potential with the same electrode values, so that $w=0$ on the electrodes. Then

$$\int\frac{|\nabla(V+w)|^2}{\rho}\,d^3r=\frac{U^2}{R_{\rm flat}}+\int\frac{|\nabla w|^2}{\rho}\,d^3r.$$

The cross term is $(2/\rho)\int\nabla V\cdot\nabla w\,d^3r=(2/\rho)\oint w\,\partial_nV\,dS$. It vanishes because $w=0$ on the electrodes and $\partial_nV=0$ on the wall. A trial potential therefore gives at least the true power $U^2/R_{\rm flat}$.

Choose a trial that depends on $z$ alone, with slope $U\rho/(\pi a^2R_{\rm slow})$. Its integral over $z$ is $U$, as required. Its power is

$$\int\frac{1}{\rho}\left(\frac{U\rho}{\pi a^2R_{\rm slow}}\right)^2\pi a^2\,dz
=\frac{U^2}{R_{\rm slow}^2}\int\frac{\rho\,dz}{\pi a^2}=\frac{U^2}{R_{\rm slow}}.$$

Hence $R_{\rm flat}\ge R_{\rm slow}$.

**Upper bound.** Let $\mathbf J$ be the true current density for total current $I$. Add any $\mathbf j$ that has no divergence, does not cross the wall and carries no net current through either electrode. The cross term in the power is

$$2\rho\int\mathbf J\cdot\mathbf j\,d^3r=-2\int\nabla V\cdot\mathbf j\,d^3r=-2\oint V\,\mathbf j\cdot d\mathbf S=0,$$

because $V$ is constant on each electrode. A trial current therefore gives a power of at least $I^2R_{\rm flat}$.

Take a radial trial current $J=k/(s^2\cos\alpha)$. It has no divergence, since $s^2J$ does not depend on $s$. Its total is

$$I=2\pi k\int_0^\theta\tan\alpha\,d\alpha=2\pi k\ln\sec\theta.$$

Let the flat ends lie at $z_i=s_i\cos\theta$. A ray at angle $\alpha$ runs from $s=z_1/\cos\alpha$ to $z_2/\cos\alpha$, so along it $\int ds/s^2=\cos\alpha\,(1/z_1-1/z_2)$. The power is

$$\rho\int\!\!\int\frac{k^2}{s^4\cos^2\alpha}\,2\pi s^2\sin\alpha\,ds\,d\alpha
=2\pi\rho k^2\left(\frac1{z_1}-\frac1{z_2}\right)\ln\sec\theta.$$

Division by $I^2$ gives the bound $\rho(1/z_1-1/z_2)/(2\pi\ln\sec\theta)$. In the same variables, $R_{\rm slow}=\rho(1/z_1-1/z_2)/(\pi\tan^2\theta)$. Therefore

$$R_{\rm slow}\le R_{\rm flat}\le\frac{\tan^2\theta}{2\ln\sec\theta}\,R_{\rm slow}.$$

### (f) The nickel via

**Geometry and resistance.** The wide rim radius is $a_2=200+400\tan30^\circ=430.9$ nm. The cap distances are $s_1=200/\sin30^\circ=400$ nm and $s_2=430.9/\sin30^\circ=861.9$ nm, where the last digit comes from the unrounded $a_2$. Then

$$R_{\rm slow}=\frac{70\times400}{\pi\times200\times430.9}\ \Omega=103.4\ \text{m}\Omega,$$

$$R=\frac{70}{2\pi(1-\cos30^\circ)}\left(\frac1{400}-\frac1{861.9}\right)\Omega=111.4\ \text{m}\Omega.$$

The ratio is 1.0774, equal to the path ratio 1.1547 divided by the area ratio 1.0718. With $s_2-s_1$ in place of $L$, the slow-taper formula would give 119.4 mΩ, and the exact value is 0.933 of that.

The two minimum principles also hold for the capped via and provide a test that does not presuppose radial flow. Minimizing the power numerically over broad families of axisymmetric trial potentials and trial currents gives a lower and an upper bound. Both come out at 111.408 mΩ, in agreement with part (a).

**Flat ends.** The bounds of part (e) are 103.4 and 119.8 mΩ. The same numerical minimization narrows them to 115.23 and 115.25 mΩ. Flat ends thus give 11.4% more than the slow-taper value and 3.4% more than the capped via.

The direction of this shift results from two opposing changes. Both caps bulge away from the apex. Flattening the narrow end adds resistive metal where the capped electrode had a perfect conductor. This cannot lower the resistance: the old potential, continued as a constant into the added metal, is a valid trial with unchanged power. By the same argument, flattening the wide end replaces metal by electrode and cannot raise the resistance. The computed total shows that the narrow end prevails here. The sign depends on the length: at the same $\theta$ and $a_1$ the two changes nearly cancel at $L=150$ nm, and for a shorter via such as $L=40$ nm the wide end prevails and flat ends give less resistance than caps.

**Spreading below the via.** Suppose the narrow end were a flat equipotential disc of radius $a$ on a thick block of the same metal. A point source of current $I$ on the surface of a half-space produces the potential $\rho I/(2\pi r)$. The surface density $I/(2\pi a\sqrt{a^2-r^2})$ then gives at the centre of the disc

$$V(0)=\rho\int_0^a\frac{I\,dr}{2\pi a\sqrt{a^2-r^2}}=\frac{\rho I}{2\pi a}\cdot\frac{\pi}{2}=\frac{\rho I}{4a}.$$

Numerical integration at $r=0.2a$, $0.5a$ and $0.9a$ gives the same potential to within one part in $10^5$, as an equipotential disc requires. The spreading resistance is $\rho/(4a_1)=70/800\ \Omega=87.5$ mΩ. This is comparable with the via itself and about eleven times the geometric correction of 8.0 mΩ. A thin or differently shaped line below the via needs its own calculation.

**Interface.** Take a specific interface resistance of $1000\ \Omega\,\text{nm}^2$ ($10^{-15}\ \Omega\,\text{m}^2$), an assumed rough value for a clean metal contact. Spread uniformly over the narrow cap, it leaves the flow radial and adds in series. The cap area is 134 686 nm², so the addition is $1000/134\,686\ \Omega=7.4$ mΩ, nearly as large as the geometric correction.

**Wall scattering.** Assume a spherical Fermi surface, a mean free path $\lambda$ of roughly 6 nm, and walls that scatter electrons diffusely. In a round wire, an electron moving at angle $\Theta$ to the axis, at distance $\ell$ from its last wall collision, loses a fraction $e^{-\ell/\lambda}$ of its contribution to the current. For $\lambda\ll a$ the loss is confined to a layer near the wall. Projected on the cross-section, the decay length is $\lambda\sin\Theta$ and the wire presents a width $2a$, so the average of $e^{-\ell/\lambda}$ over the cross-section is $2a\lambda\sin\Theta/(\pi a^2)$. Weighting directions by $\cos^2\Theta$, the fractional loss of conductivity is

$$\frac{3}{4\pi}\,2\pi\int_0^\pi\cos^2\Theta\,\sin\Theta\,\frac{2\lambda\sin\Theta}{\pi a}\,d\Theta
=\frac{3\lambda}{\pi a}\cdot\frac{\pi}{8}=\frac{3\lambda}{8a}.$$

To first order the resistivity rises by the same fraction. Applying this locally and averaging along the taper with the weight $1/a^2$ of the slow-taper integral gives

$$\frac{3\lambda}{8}\,\frac{\int da/a^3}{\int da/a^2}=\frac{3\lambda}{16}\left(\frac1{a_1}+\frac1{a_2}\right)=0.8\%.$$

**Grain boundaries.** The Mayadas–Shatzkes model multiplies the scattering rate by $1+g/\mu$, where $\mu=|\cos\Theta|$ and $g=(\lambda/D)\,r/(1-r)$ for grain size $D$ and boundary reflection $r$. The conductivity is the average of $\mu^2$ times the relaxation time, so it falls by the factor $3\int_0^1\mu^3\,d\mu/(\mu+g)$. With the assumed values $D=100$ nm and $r=0.3$, $g=0.026$ and the resistivity rises by 3.8%.

**Temperature.** With a rough coefficient of 0.006 per kelvin, warming from 300 to 360 K raises $\rho$ by $0.006\times60=36\%$. A uniform rise multiplies $R$ and $R_{\rm slow}$ equally and leaves their ratio unchanged.

**Where the factor matters.** The resistivity and mean free path are rough room-temperature values for nickel. A single spherical Fermi surface is a crude picture of this ferromagnetic d-band metal, and the effective $\lambda$ that governs size effects can be several times larger than 6 nm. The wall and grain-boundary corrections grow nearly in proportion to $\lambda$: with $\lambda=26$ nm the same formulas give about 3.6% and 16%, and the grain term then exceeds the geometric correction of 7.7%. At $3^\circ$ the geometric correction is only 0.07%. The effect of flat ends shrinks with it: for small $\theta$ the upper bound of part (e) exceeds $R_{\rm slow}$ by the fraction $\theta^2/2$, which is 0.14% at $3^\circ$. Wall scattering, grain boundaries, warming, the interface and spreading do not need a taper, so they remain when the walls are steep. At $30^\circ$ the shape of the ends matters. Flat equipotential faces move the present result by 3.4%, while spreading into a thick block of the same metal could add most of another via resistance. The factor of part (b) holds at any angle when the end equipotentials are concentric caps, and it matters in practice only for a strongly sloped via. With flat ends the change due to end shape can be comparable with the correction itself, so flat or other contacts need separate treatment. The remaining values are in the numerical output.

## Table of computed values

```
WORKED EXAMPLE: sloped nickel via (rough material values)
half-angle theta = 30 degrees
narrow rim radius a1 = 200 nm
axial rim separation L = 400 nm
resistivity rho = 70 ohm nm = 7 microohm cm
wide rim radius a2 = 430.9 nm
cap distances s1, s2 = 400.0, 861.9 nm
slow-taper resistance = 103.41 milliohm
exact cap-to-cap resistance = 111.41 milliohm
difference = 8.00 milliohm
ratio exact/slow = 1.07735
factor from theta = 1.07735
solver lower bound, caps = 111.40846 milliohm
solver upper bound, caps = 111.40846 milliohm
path ratio, shell/slice = 1.15470
area ratio, cap/disc = 1.07180
slow formula with L replaced by s2-s1 = 119.41 milliohm
exact / that misused value = 0.93301
FACTOR AT OTHER ANGLES
theta = 3 degrees: factor = 1.00069
theta = 10 degrees: factor = 1.00771
theta = 30 degrees: factor = 1.07735
theta = 45 degrees: factor = 1.20711
theta = 60 degrees: factor = 1.50000
theta = 80 degrees: factor = 3.37939
EFFECTS OUTSIDE THE MODEL
flat ends, lower bound = 115.23 milliohm
flat ends, upper bound = 115.25 milliohm
flat ends / slow taper = 1.1143 to 1.1145
ray-tube upper bound, flat ends = 119.82 milliohm
spreading into thick nickel block = 87.5 milliohm
input: specific interface resistance = 1000 ohm nm^2
narrow cap area = 134686 nm^2
narrow interface resistance = 7.42 milliohm
input: electron mean free path = 6 nm
diffuse wall scattering adds 0.82 percent
inputs: grain size = 100 nm, boundary reflection = 0.3
grain-boundary parameter = 0.0257
grain boundaries add 3.8 percent
input: temperature coefficient = 0.006 per K
warming from 300 to 360 K adds 36 percent
geometric correction adds 7.74 percent
```
